**GGA potential: weak form, strong form and surface term**

For \(E[n]=\int f(n,\nabla n)\,d^3r\), the program examines the potential \(v=\partial f/\partial n-\nabla\cdot\mathbf G\), where \(\mathbf G=\partial f/\partial\nabla n\), and the matrix elements \(V_{ij}=\int[(\partial f/\partial n)\phi_i\phi_j+\mathbf G\cdot\nabla(\phi_i\phi_j)]\,d^3r\) for density \(n\) and real orbitals \(\phi_i\). For a two-electron model density with PBE exchange, it asserts that the weak and strong forms agree with a numerical derivative of the energy; all three give \(-0.72816\) hartree. It also asserts that their difference in a finite ball equals the surface term, and that narrow density shells recover the local potential. Further assertions cover the \(1/r\) divergence at a nuclear cusp and the tails of the PBE and B88 fluxes. For water, with PBE exchange-correlation evaluated on Hartree–Fock orbitals, two weak matrix elements are asserted to match energy derivatives on both a coarse and a fine grid. The largest difference between the weak and strong matrices falls from \(9.3\times10^{-3}\) to \(3.1\times10^{-7}\) hartree between these grids.

## Program and output

```python
"""
Result under test, for E[n] = integral f(n, grad n) in Hartree atomic units:
  potential      v = df/dn - div G,   G = df/d(grad n) = 2 (df/dsigma) grad n
  matrix element V_ij = integral [df/dn p_i p_j + G . grad(p_i p_j)]
  (weak integral) - (strong integral) in a ball = surface integral of dn G.
sigma = |grad n|^2; dn = change of density; p_i = real orbitals.
Spherical case: two-electron density n = 2 zeta^3/pi exp(-2 zeta r).
Molecular case: water, PBE evaluated on Hartree-Fock orbitals.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from pyscf import gto, scf, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def slope(energy, h):
    """Five-point derivative of energy(x) at x = 0."""
    return (8 * (energy(h) - energy(-h))
            - (energy(2 * h) - energy(-2 * h))) / (12 * h)


def radial_grid(r_max, panels, order=10):
    """Composite Gauss-Legendre points with weights 4 pi r^2 dr."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(0, r_max, panels + 1)
    half = np.diff(edges)[:, None] / 2
    r = (edges[:-1, None] + half * (x + 1)).ravel()
    return r, (half * w).ravel() * 4 * np.pi * r**2


# PBE exchange energy density as a function of n and sigma
N, S = sp.symbols("N S", positive=True)
kappa = 0.804
mu = 0.06672455060314922 * np.pi**2 / 3
a_x = 0.75 * (3 / np.pi)**(1 / 3)
c_s = 4 * (3 * np.pi**2)**(2 / 3)
s_squared = S / (c_s * N**sp.Rational(8, 3))
f_sym = -a_x * N**sp.Rational(4, 3) * (
    1 + kappa - kappa / (1 + mu * s_squared / kappa))
f = sp.lambdify((N, S), f_sym, "numpy")
f_n = sp.lambdify((N, S), sp.diff(f_sym, N), "numpy")
f_s = sp.lambdify((N, S), sp.diff(f_sym, S), "numpy")
f_ns = sp.lambdify((N, S), sp.diff(f_sym, N, S), "numpy")
f_ss = sp.lambdify((N, S), sp.diff(f_sym, S, 2), "numpy")

# The typed functional must agree with the library version
n_try = np.array([0.05, 0.3, 1.2])
g_try = np.array([0.1, 0.5, 2.0])
rho_try = np.array([n_try, g_try, 0 * g_try, 0 * g_try])
library = n_try * np.ravel(dft.libxc.eval_xc("PBE,", rho_try)[0])
assert np.allclose(f(n_try, g_try**2), library, rtol=1e-6)

# Spherical two-electron model
zeta, zeta2 = 27 / 16, 2.5


def density(r):
    n = 2 * zeta**3 / np.pi * np.exp(-2 * zeta * r)
    return n, -2 * zeta * n, 4 * zeta**2 * n


def pair(r):
    """Product of two normalized 1s Slater functions and its slope."""
    p = (zeta * zeta2)**1.5 / np.pi * np.exp(-(zeta + zeta2) * r)
    return p, -(zeta + zeta2) * p


def flux(r):
    n, n1, _ = density(r)
    return 2 * f_s(n, n1**2) * n1


def potential(r):
    n, n1, n2 = density(r)
    sig = n1**2
    return (f_n(n, sig) - 2 * f_ns(n, sig) * sig
            - 2 * f_ss(n, sig) * (2 * n1 * n2) * n1
            - 2 * f_s(n, sig) * (n2 + 2 * n1 / r))


r, w = radial_grid(20.0, 400)
n, n1, _ = density(r)
p, p1 = pair(r)
energy_x = np.sum(w * f(n, n1**2))
fd_12 = slope(lambda e: np.sum(w * f(n + e * p, (n1 + e * p1)**2)), 1e-3)
local_12 = np.sum(w * f_n(n, n1**2) * p)
gradient_12 = np.sum(w * flux(r) * p1)
weak_12 = local_12 + gradient_12
strong_12 = np.sum(w * potential(r) * p)
assert abs(np.sum(w * n) - 2) < 1e-10
assert abs(weak_12 - fd_12) < 1e-8
assert abs(strong_12 - fd_12) < 1e-8

print("SPHERICAL MODEL, PBE exchange")
print(f"exponents zeta, zeta2 = {zeta:.4f}, {zeta2:.4f} 1/bohr")
print(f"exchange energy = {energy_x:.6f} hartree")
print(f"V12 from energy slope = {fd_12:.8f} hartree")
print(f"V12 weak form = {weak_12:.8f} hartree")
print(f"V12 strong form = {strong_12:.8f} hartree")
print(f"V12 weak form = {weak_12 * HARTREE_EV:.4f} eV")
print(f"  df/dn part = {local_12:.8f} hartree")
print(f"  gradient part = {gradient_12:.8f} hartree")

print("Ball radius (bohr): weak - strong, surface term (hartree)")
for radius in (0.5, 1.0, 2.0, 4.0, 6.0):
    rb, wb = radial_grid(radius, 60, 12)
    nb, nb1, _ = density(rb)
    pb, pb1 = pair(rb)
    weak = np.sum(wb * (f_n(nb, nb1**2) * pb + flux(rb) * pb1))
    strong = np.sum(wb * potential(rb) * pb)
    surface = 4 * np.pi * radius**2 * pair(radius)[0] * flux(radius)
    assert abs(weak - strong - surface) < 1e-10
    print(f"  {radius:.1f}: {weak - strong:.6e}, {surface:.6e}")

# A narrow shell probes the potential locally; error is second order in width
width = 0.01
print(f"Shell test, width {width:.2f} bohr: quotient, v (hartree)")
for center in (1.0, 2.0):
    b = np.exp(-(r - center)**2 / (2 * width**2))
    b1 = -(r - center) / width**2 * b
    change = slope(lambda e: np.sum(w * f(n + e * b, (n1 + e * b1)**2)), 1e-6)
    quotient = change / np.sum(w * b)
    assert abs(quotient - potential(center)) < 2e-3
    print(f"  r = {center:.1f} bohr: {quotient:.5f}, {potential(center):.5f}")

# Cusp: the potential diverges but the excluded-sphere term vanishes
tiny = 1e-6
flux_0 = flux(0.0)
assert abs(tiny * potential(tiny) / (-2 * flux_0) - 1) < 1e-3
inner = [4 * np.pi * q**2 * pair(q)[0] * flux(q) for q in (1e-2, 1e-3)]
assert abs(inner[0] / inner[1] / 100 - 1) < 0.1
print(f"flux at nucleus = {flux_0:.6f} a.u.")
print(f"r*v at r = {tiny:.0e} bohr = {tiny * potential(tiny):.6f} a.u.")
print(f"sphere term at 0.01 bohr = {inner[0]:.4e} hartree")
print(f"sphere term at 0.001 bohr = {inner[1]:.4e} hartree")

# PBE tail: flux proportional to the density
tail_ratio = flux(12.0) / density(12.0)[0]
tail_law = 2 * a_x * c_s * kappa**2 / (mu * (2 * zeta)**3)
assert abs(tail_ratio / tail_law - 1) < 1e-6
print(f"PBE flux/n at 12 bohr = {tail_ratio:.6f} a.u.")
print(f"PBE flux/n, tail law = {tail_law:.6f} a.u.")

# B88 tail, from the gradient correction for one spin channel
mp.mp.dps = 40
M, D = sp.symbols("M D", positive=True)
beta = sp.Rational(42, 10000)
x = D / M**sp.Rational(4, 3)
b88 = -beta * M**sp.Rational(4, 3) * x**2 / (1 + 6 * beta * x * sp.asinh(x))
b88_slope = sp.lambdify((M, D), sp.diff(b88, D), "mpmath")
b88_ratios = []
for distance in (10, 100, 1000):
    z = mp.mpf(zeta)
    spin_n = z**3 / mp.pi * mp.exp(-2 * z * distance)
    # grad n points inward, hence the minus sign
    outward = -b88_slope(spin_n, 2 * z * spin_n)
    b88_ratios.append(float(outward * 4 * z * distance))
    uniform = float(4 * mp.pi * distance**2 * outward)
    print(f"B88 at {distance} bohr: flux*4*zeta*r = {b88_ratios[-1]:.5f}, "
          f"area*flux = {uniform:.3f} a.u.")
assert abs(b88_ratios[-1] - 1) < 0.01
assert abs(b88_ratios[-1] - 1) < abs(b88_ratios[-2] - 1)

# Water: full three-dimensional test
bond, angle = 0.96, 104.5
half_angle = np.radians(angle / 2)
hx, hz = bond * np.sin(half_angle), bond * np.cos(half_angle)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (hx, 0, hz)], ["H", (-hx, 0, hz)]],
            basis="6-31g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
mo = mf.mo_coeff.copy()
largest = np.argmax(abs(mo), axis=0)
mo *= np.sign(mo[largest, np.arange(mo.shape[1])])
n_occ = mol.nelectron // 2
i_occ, a_virt = 1, n_occ
HESSIAN = ((4, 5, 6), (5, 7, 8), (6, 8, 9))


def water_matrices(level):
    """Energy, weak and strong matrices, and two energy slopes on one grid."""
    grid = dft.gen_grid.Grids(mol)
    grid.level = level
    grid.build()
    psi = dft.numint.eval_ao(mol, grid.coords, deriv=2) @ mo
    # Points with negligible density are left out of every sum alike
    keep = 2 * np.sum(psi[0, :, :n_occ]**2, axis=1) > 1e-10
    psi, weight = psi[:, keep], grid.weights[keep]
    occupied = psi[:4, :, :n_occ]
    twos = np.full(n_occ, 2.0)

    def rho_of(orbitals, occupation):
        rho = np.einsum("pk,xpk,k->xp", orbitals[0], orbitals, occupation)
        rho[1:] *= 2
        return rho

    def xc_energy(rho):
        exc = np.ravel(dft.libxc.eval_xc("PBE,PBE", rho)[0])
        return np.sum(weight * rho[0] * exc)

    def rotated(theta):
        orbitals = occupied.copy()
        orbitals[:, :, i_occ] = (np.cos(theta) * psi[:4, :, i_occ]
                                 + np.sin(theta) * psi[:4, :, a_virt])
        return xc_energy(rho_of(orbitals, twos))

    def reoccupied(change):
        occupation = twos.copy()
        occupation[i_occ] += change
        return xc_energy(rho_of(occupied, occupation))

    rho = rho_of(occupied, twos)
    grad = rho[1:]
    sig = np.sum(grad**2, axis=0)
    _, first, second = dft.libxc.eval_xc("PBE,PBE", rho, deriv=2)[:3]
    vr, vs = np.ravel(first[0]), np.ravel(first[1])
    vrs, vss = np.ravel(second[1]), np.ravel(second[2])

    half = 0.5 * vr[:, None] * psi[0]
    for k in range(3):
        half += (2 * vs * grad[k])[:, None] * psi[k + 1]
    b_matrix = psi[0].T @ (weight[:, None] * half)
    weak_matrix = b_matrix + b_matrix.T

    laplacian = np.zeros_like(sig)
    curvature = np.zeros_like(sig)
    for j in range(3):
        for k in range(3):
            second_n = 4 * np.sum(
                occupied[j + 1] * occupied[k + 1]
                + occupied[0] * psi[HESSIAN[j][k], :, :n_occ], axis=1)
            curvature += grad[j] * second_n * grad[k]
            if j == k:
                laplacian += second_n
    v = vr - 2 * vrs * sig - 4 * vss * curvature - 2 * vs * laplacian
    strong_matrix = psi[0].T @ ((weight * v)[:, None] * psi[0])
    return (len(weight), xc_energy(rho), weak_matrix, strong_matrix,
            slope(rotated, 1e-3) / 4, slope(reoccupied, 1e-3))


print("WATER, PBE exchange-correlation on Hartree-Fock orbitals, 6-31G")
print(f"bond = {bond:.2f} angstrom, angle = {angle:.1f} degrees")
print(f"orbitals counted from 1: i = {i_occ + 1}, a = {a_virt + 1}")
strong_errors = []
for level in (0, 4):
    points, exc, weak_m, strong_m, v_ia, v_ii = water_matrices(level)
    slope_error = max(abs(weak_m[i_occ, a_virt] - v_ia),
                      abs(weak_m[i_occ, i_occ] - v_ii))
    strong_error = np.max(abs(weak_m - strong_m))
    strong_errors.append(strong_error)
    assert slope_error < 1e-7
    if level == 0:
        assert strong_error > 100 * slope_error
    print(f"grid level {level}: {points} points, Exc = {exc:.6f} hartree")
    print(f"  V_ia weak, slope = {weak_m[i_occ, a_virt]:.8f}, "
          f"{v_ia:.8f} hartree")
    print(f"  V_ii weak, slope = {weak_m[i_occ, i_occ]:.8f}, "
          f"{v_ii:.8f} hartree")
    print(f"  V_ia, V_ii strong = {strong_m[i_occ, a_virt]:.8f}, "
          f"{strong_m[i_occ, i_occ]:.8f} hartree")
    print(f"  largest weak-slope difference = {slope_error:.2e} hartree")
    print(f"  largest weak-strong difference = {strong_error:.2e} hartree")
assert strong_errors[1] < 1e-3
assert strong_errors[1] < strong_errors[0]

print("all assertions hold")
```

Printed output:

```
SPHERICAL MODEL, PBE exchange
exponents zeta, zeta2 = 1.6875, 2.5000 1/bohr
exchange energy = -1.032549 hartree
V12 from energy slope = -0.72815670 hartree
V12 weak form = -0.72815670 hartree
V12 strong form = -0.72815670 hartree
V12 weak form = -19.8142 eV
  df/dn part = -0.61903890 hartree
  gradient part = -0.10911780 hartree
Ball radius (bohr): weak - strong, surface term (hartree)
  0.5: 2.948362e-02, 2.948362e-02
  1.0: 1.711391e-02, 1.711391e-02
  2.0: 2.988803e-04, 2.988803e-04
  4.0: 5.321470e-10, 5.321472e-10
  6.0: 3.330669e-16, 3.252787e-16
Shell test, width 0.01 bohr: quotient, v (hartree)
  r = 1.0 bohr: -0.48005, -0.48013
  r = 2.0 bohr: -0.18983, -0.18984
flux at nucleus = 0.018257 a.u.
r*v at r = 1e-06 bohr = -0.036515 a.u.
sphere term at 0.01 bohr = 6.1267e-05 hartree
sphere term at 0.001 bohr = 6.3075e-07 hartree
PBE flux/n at 12 bohr = 4.331606 a.u.
PBE flux/n, tail law = 4.331606 a.u.
B88 at 10 bohr: flux*4*zeta*r = 0.79781, area*flux = 14.853 a.u.
B88 at 100 bohr: flux*4*zeta*r = 0.97591, area*flux = 181.684 a.u.
B88 at 1000 bohr: flux*4*zeta*r = 0.99754, area*flux = 1857.114 a.u.
WATER, PBE exchange-correlation on Hartree-Fock orbitals, 6-31G
bond = 0.96 angstrom, angle = 104.5 degrees
orbitals counted from 1: i = 2, a = 6
grid level 0: 2254 points, Exc = -9.275722 hartree
  V_ia weak, slope = -0.14960976, -0.14960976 hartree
  V_ii weak, slope = -0.78452964, -0.78452964 hartree
  V_ia, V_ii strong = -0.15132739, -0.78832653 hartree
  largest weak-slope difference = 1.22e-12 hartree
  largest weak-strong difference = 9.31e-03 hartree
grid level 4: 53875 points, Exc = -9.261352 hartree
  V_ia weak, slope = -0.14913106, -0.14913106 hartree
  V_ii weak, slope = -0.78392628, -0.78392628 hartree
  V_ia, V_ii strong = -0.14913102, -0.78392621 hartree
  largest weak-slope difference = 8.30e-13 hartree
  largest weak-strong difference = 3.13e-07 hartree
all assertions hold
```
